# Is an Oxide Hole Hop Adiabatic? A Landau-Zener Estimate: a program that tests the result

```python
"""
Is a hole hop between two equivalent oxide sites adiabatic?
Result under test: the thermal Landau-Zener exponent
    g = pi**1.5 * V**2 / (hbar*omega * sqrt(lambda*kB*T)),
with P = 1-exp(-g) for one passage and kappa = 2P/(1+P) with returns.
V: electronic coupling (half the minimum gap); omega: phonon angular
frequency; lambda: reorganization energy; T: temperature.
Model: two displaced parabolas of equal curvature and equal minima.
Internal units: energy hbar*omega, time 1/omega, mass 1, hbar = 1.
Independent checks: time-dependent two-level equation, thermal quadrature,
explicit return sums, Franck-Condon sums, and quantum transmission.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp, trapezoid
from scipy.optimize import minimize_scalar
from scipy.special import eval_laguerre

temperature = 300.0       # K
phonon = 0.040            # eV
reorganization = 1.2      # eV
couplings = [0.010, 0.040, 0.150]  # eV
kT = const.k * temperature / const.e
frequency = phonon * const.e / const.h
S = reorganization / phonon
displacement = np.sqrt(2 * S)
beta = phonon / kT


def exponent(V, quantum=phonon):
    return np.pi**1.5 * V**2 / (quantum * np.sqrt(reorganization * kT))


def donor(x):
    return 0.5 * (x + displacement / 2)**2


def acceptor(x):
    return 0.5 * (x - displacement / 2)**2


# Sweep rate from the diabatic curves and the Maxwell distribution.
step = 1e-3
gap_slope = ((donor(step) - acceptor(step))
             - (donor(-step) - acceptor(-step))) / (2 * step)
thermal = 1 / beta
mean_speed = 2 * quad(
    lambda v: v * np.exp(-v**2 / (2 * thermal))
    / np.sqrt(2 * np.pi * thermal), 0, np.inf)[0]
sweep = gap_slope * mean_speed


def propagated_probability(V):
    """Solve the two-level equation and project on the lower state."""
    c = V / phonon
    end = 40 / np.sqrt(sweep)

    def hamiltonian(t):
        return np.array([[sweep * t / 2, c], [c, -sweep * t / 2]])

    def derivative(t, y):
        h = sweep * t / 2
        return np.array([-1j * (h * y[0] + c * y[1]),
                         -1j * (c * y[0] - h * y[1])])

    start = np.linalg.eigh(hamiltonian(-end))[1][:, 0].astype(complex)
    finish = np.linalg.eigh(hamiltonian(end))[1][:, 0]
    solution = solve_ivp(derivative, (-end, end), start, method="DOP853",
                         rtol=1e-9, atol=1e-11, t_eval=[end])
    assert solution.success
    return abs(np.vdot(finish, solution.y[:, -1]))**2


critical = np.sqrt(phonon * np.sqrt(reorganization * kT) / np.pi**1.5)
for V in couplings + [critical]:
    direct_probability = propagated_probability(V)
    # Finite start and end times leave a small residual oscillation.
    assert abs(direct_probability - (1 - np.exp(-exponent(V)))) < 5e-4
assert abs(propagated_probability(critical) - (1 - np.exp(-1))) < 5e-4


def flux_average(g):
    """Average over thermal flux; u is speed / sqrt(2kT/M)."""
    a = g / np.sqrt(np.pi)
    return quad(lambda u: -2 * u * np.exp(-u*u) * np.expm1(-a / u)
                if u > 0 else 0.0, 0, 12, epsabs=1e-13, limit=300)[0]


assert abs(flux_average(1e-5) / 1e-5 - 1) < 1e-3


def summed_returns(P):
    """Follow populations through successive crossings."""
    arrived, right_side = P, 1 - P
    for _ in range(2000):
        left_side = right_side * P
        arrived += left_side * (1 - P)
        right_side = left_side * P
    return arrived


def adiabatic_barrier(V):
    """Locate the well of the lower surface numerically, in eV."""
    c = V / phonon

    def lower(x):
        return ((donor(x) + acceptor(x)) / 2
                - np.sqrt(((donor(x) - acceptor(x)) / 2)**2 + c*c))

    well = minimize_scalar(lower, bounds=(-displacement, 0),
                           method="bounded", options={"xatol": 1e-10})
    return phonon * (lower(0.0) - well.fun)


P_values, averages, kappas, barriers = [], [], [], []
for V in couplings:
    g = exponent(V)
    P = 1 - np.exp(-g)
    average = flux_average(g)
    kappa = 2 * P / (1 + P)
    barrier = (reorganization - 2 * V)**2 / (4 * reorganization)
    assert average <= P + 1e-9
    assert abs(summed_returns(P) - kappa) < 1e-6
    assert abs(adiabatic_barrier(V) - barrier) < 1e-7
    P_values.append(P)
    averages.append(average)
    kappas.append(kappa)
    barriers.append(barrier)


def franck_condon_rate(V, quantum):
    """Weak-coupling rate in 1/s, from thermal oscillator overlaps."""
    n = np.arange(400)
    huang_rhys = reorganization / quantum
    b = quantum / kT
    population = np.exp(-b * n) * (1 - np.exp(-b))
    use = population > 1e-40
    overlap2 = np.exp(-huang_rhys) * eval_laguerre(n[use], huang_rhys)**2
    return (2 * np.pi * V**2 / quantum * np.sum(population[use] * overlap2)
            * const.e / const.hbar)


def weak_classical_rate(V, quantum):
    """Twice the exponent times the thermal crossing rate, in 1/s."""
    return (2 * exponent(V, quantum) * quantum * const.e / const.h
            * np.exp(-reorganization / (4 * kT)))


soft_phonon = 0.010
soft_ratio = (franck_condon_rate(0.001, soft_phonon)
              / weak_classical_rate(0.001, soft_phonon))
quantum_ratio = (franck_condon_rate(0.001, phonon)
                 / weak_classical_rate(0.001, phonon))
# A soft but finite-frequency mode retains a few percent of tunnelling.
assert abs(soft_ratio - 1) < 0.06
assert abs(quantum_ratio - 1) > abs(soft_ratio - 1)


def thermal_transmission(V, single_surface=False, spacing=0.25):
    """Integral of N(E) exp(-E/kT) with absorbers in the two wells."""
    count = int(round(20 / spacing)) + 1
    x = np.linspace(-10, 10, count)
    dx = x[1] - x[0]
    difference = np.subtract.outer(np.arange(count), np.arange(count))
    safe = np.where(difference == 0, 1, difference)
    kinetic = np.where(difference == 0, np.pi**2 / 3, 2 / safe**2)
    kinetic = kinetic * (-1.0)**np.abs(difference) / (2 * dx**2)
    # Beyond each minimum the potential is flat, so no wave returns.
    left = 0.5 * np.maximum(x + displacement / 2, 0)**2
    right = 0.5 * np.maximum(displacement / 2 - x, 0)**2
    c = V / phonon
    if single_surface:
        lower = (left + right) / 2 - np.sqrt(((left-right) / 2)**2 + c*c)
        H = kinetic + np.diag(lower)
        channels = 1
    else:
        mixing = c * np.eye(count)
        H = np.block([[kinetic + np.diag(left), mixing],
                      [mixing, kinetic + np.diag(right)]])
        channels = 2
    edge = displacement / 2
    length = 10 - edge
    absorb_left = 8 * (np.maximum(-x - edge, 0) / length)**3
    absorb_right = 8 * (np.maximum(x - edge, 0) / length)**3
    absorb_left = np.tile(absorb_left, channels)
    absorb_right = np.tile(absorb_right, channels)
    base = -H + 1j * np.diag(absorb_left + absorb_right)
    identity = np.eye(len(H))
    energies = np.arange(0.5, 20.01, 0.1)
    transmission = []
    for energy in energies:
        green = np.linalg.inv(energy * identity + base)
        transmission.append(
            4 * absorb_left @ (np.abs(green)**2) @ absorb_right)
    return trapezoid(np.array(transmission) * np.exp(-beta * energies),
                     energies)


# Validate quantum transmission against the overlap sum at weak coupling.
tiny_coupling = 0.002
partition = 1 / (2 * np.sinh(beta / 2))
transmission_rate = (thermal_transmission(tiny_coupling)
                     / (2 * np.pi * partition)
                     * phonon * const.e / const.hbar)
transmission_check = (transmission_rate
                      / franck_condon_rate(tiny_coupling, phonon))
# The flat outer wells and finite coupling cause a small difference.
assert abs(transmission_check - 1) < 0.05

electronic_factors = [
    thermal_transmission(V) / thermal_transmission(V, single_surface=True)
    for V in couplings]
refined = (thermal_transmission(couplings[-1], spacing=0.20)
           / thermal_transmission(couplings[-1], True, spacing=0.20))
assert abs(refined / electronic_factors[-1] - 1) < 0.01
assert electronic_factors[0] < electronic_factors[1] < electronic_factors[2]
assert electronic_factors[0] < 0.3
assert electronic_factors[2] > 0.7

print(f"Temperature: {temperature:.0f} K")
print(f"Thermal energy kT: {1000*kT:.3f} meV")
print(f"Phonon energy: {1000*phonon:.1f} meV")
print(f"Phonon frequency: {frequency/1e12:.3f} THz")
print(f"Reorganization energy: {reorganization:.3f} eV")
print(f"Diabatic barrier: {reorganization/4:.4f} eV")
print(f"sqrt(lambda kT): {1000*np.sqrt(reorganization*kT):.2f} meV")
print(f"pi to the power 3/2: {np.pi**1.5:.4f} (no unit)")
print(f"Coupling at exponent one: {1000*critical:.2f} meV")
for i, V in enumerate(couplings):
    print(f"--- Coupling V: {1000*V:.0f} meV ---")
    print(f"V/kT: {V/kT:.3f} (no unit)")
    print(f"Landau-Zener exponent: {exponent(V):.4f} (no unit)")
    print(f"One-passage probability: {P_values[i]:.5f} (no unit)")
    print(f"Flux-averaged probability: {averages[i]:.5f} (no unit)")
    print(f"Kappa with returns: {kappas[i]:.5f} (no unit)")
    print(f"Adiabatic barrier: {barriers[i]:.5f} eV")
    print(f"Quantum two-state/lower-surface ratio: "
          f"{electronic_factors[i]:.3f} (no unit)")
print(f"Soft test phonon: {1000*soft_phonon:.0f} meV")
print(f"Soft-mode quantum/classical weak rate: {soft_ratio:.3f} (no unit)")
print(f"Chosen-mode quantum/classical weak rate: "
      f"{quantum_ratio:.3f} (no unit)")
print(f"Transmission/overlap-sum weak rate: "
      f"{transmission_check:.3f} (no unit)")
print("done: every assertion held")
```

Running it gives:

```
Temperature: 300 K
Thermal energy kT: 25.852 meV
Phonon energy: 40.0 meV
Phonon frequency: 9.672 THz
Reorganization energy: 1.200 eV
Diabatic barrier: 0.3000 eV
sqrt(lambda kT): 176.13 meV
pi to the power 3/2: 5.5683 (no unit)
Coupling at exponent one: 35.57 meV
--- Coupling V: 10 meV ---
V/kT: 0.387 (no unit)
Landau-Zener exponent: 0.0790 (no unit)
One-passage probability: 0.07599 (no unit)
Flux-averaged probability: 0.07154 (no unit)
Kappa with returns: 0.14125 (no unit)
Adiabatic barrier: 0.29008 eV
Quantum two-state/lower-surface ratio: 0.034 (no unit)
--- Coupling V: 40 meV ---
V/kT: 1.547 (no unit)
Landau-Zener exponent: 1.2646 (no unit)
One-passage probability: 0.71764 (no unit)
Flux-averaged probability: 0.60285 (no unit)
Kappa with returns: 0.83561 (no unit)
Adiabatic barrier: 0.26133 eV
Quantum two-state/lower-surface ratio: 0.328 (no unit)
--- Coupling V: 150 meV ---
V/kT: 5.802 (no unit)
Landau-Zener exponent: 17.7832 (no unit)
One-passage probability: 1.00000 (no unit)
Flux-averaged probability: 0.99944 (no unit)
Kappa with returns: 1.00000 (no unit)
Adiabatic barrier: 0.16875 eV
Quantum two-state/lower-surface ratio: 0.843 (no unit)
Soft test phonon: 10 meV
Soft-mode quantum/classical weak rate: 1.040 (no unit)
Chosen-mode quantum/classical weak rate: 1.820 (no unit)
Transmission/overlap-sum weak rate: 1.011 (no unit)
done: every assertion held
```
